# Ballistic Lower Limit of Contact Resistance for One Isotropic Valley: test program

```python
"""Zero-temperature ballistic resistance-area product of one isotropic valley.

Result under test (atomic units): rho_0 = 4 pi^2 / k_F^2,
with k_F = (3 pi^2 n)^(1/3), n the electron density including two spins.
rho_0 is measured between reservoirs, with full transmission of every mode.
For an abrupt band step U with equal masses, rho = rho_0 / <T>, where
<T> = 8 [(1+s2)^(3/2) - 1 - 3 s2/2] / (3 s2^2) and s2 = U / E_F.
Energies are converted to eV and lengths to angstrom for printing.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

BOHR = const.physical_constants["Bohr radius"][0] / const.angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]
OHM = const.hbar / const.e**2      # atomic unit of resistance in ohm
CM2_PER_A2 = (const.angstrom / const.centi)**2


def fermi_wavevector(density):
    return (3 * np.pi**2 * density)**(1 / 3)


def ideal_resistance_area(density):
    return 4 * np.pi**2 / fermi_wavevector(density)**2


def band_energy(k_squared, mass, alpha):
    """Solve E (1 + alpha E) = k^2 / (2 mass) for the positive energy."""
    kinetic = k_squared / (2 * mass)
    return 2 * kinetic / (1 + np.sqrt(1 + 4 * alpha * kinetic))


NODES, WEIGHTS = np.polynomial.legendre.leggauss(48)
UNIT_NODES, UNIT_WEIGHTS = (NODES + 1) / 2, WEIGHTS / 2


def injected_current(mu, mass, alpha):
    """k-space integral of v_z over occupied states moving forward."""
    radius = np.sqrt(2 * mass * mu * (1 + alpha * mu))
    k_perp = radius * UNIT_NODES[:, None]
    kz_max = np.sqrt(radius**2 - k_perp**2)
    kz = kz_max * UNIT_NODES[None, :]
    step = 1e-4
    upper = band_energy(k_perp**2 + (kz + step)**2, mass, alpha)
    lower = band_energy(k_perp**2 + (kz - step)**2, mass, alpha)
    velocity = (upper - lower) / (2 * step)
    measure = radius * UNIT_WEIGHTS[:, None] * kz_max * UNIT_WEIGHTS[None, :]
    total = np.sum(measure * 2 * np.pi * k_perp * velocity)
    return 2 * total / (2 * np.pi)**3


# Inputs and the ideal result
density_cm3 = 1e20
density_A3 = density_cm3 * (const.angstrom / const.centi)**3
density = density_A3 * BOHR**3
k_f = fermi_wavevector(density)
k_f_A = k_f / BOHR
rho = ideal_resistance_area(density)
rho_A2 = rho * OHM * BOHR**2
rho_cm2 = rho_A2 * CM2_PER_A2
assert abs(rho_cm2 - 7.9e-10) < 0.05e-10

# Density law: count plane waves in a periodic cube
# Lattice-point counts fluctuate at the surface, hence the tolerance.
box_A = 2000.0
radius_3d = k_f_A * box_A / (2 * np.pi)
span = np.arange(-int(radius_3d) - 1, int(radius_3d) + 2)
square_2d = span[:, None]**2 + span[None, :]**2
states = sum(np.count_nonzero(square_2d + j**2 <= radius_3d**2) for j in span)
density_count = 2 * states / box_A**3
assert abs(density_count / density_A3 - 1) < 3e-3

# Mode law: count transverse plane waves in a periodic cross-section
width_A = 5000.0
radius_2d = k_f_A * width_A / (2 * np.pi)
span = np.arange(-int(radius_2d) - 1, int(radius_2d) + 2)
modes = np.count_nonzero(span[:, None]**2 + span[None, :]**2 <= radius_2d**2)
mode_density_A2 = k_f_A**2 / (4 * np.pi)
assert abs(modes / width_A**2 / mode_density_A2 - 1) < 3e-3

# Resistance from the current integral, for several bands with the same k_F
bias_eV = 0.01
bias = bias_eV / HARTREE
bands = [(0.1, 0.0), (0.3, 0.0), (1.0, 0.0), (0.3, 0.5)]
band_results = []
for mass, alpha_eV in bands:
    alpha = alpha_eV * HARTREE
    mu = band_energy(k_f**2, mass, alpha)
    current = (injected_current(mu + bias / 2, mass, alpha)
               - injected_current(mu - bias / 2, mass, alpha))
    rho_integral = bias / current
    # finite bias and finite-difference velocity limit the nonparabolic case
    assert abs(rho_integral / rho - 1) < 1e-4
    band_results.append((mass, alpha_eV, rho_integral * OHM * BOHR**2))

# Reflection at an abrupt step: solve wave matching for every mode angle
model_mass = 0.3
fermi_energy = k_f**2 / (2 * model_mass)


def matched_average(step_height):
    average = 0.0
    for node, weight in zip(UNIT_NODES, UNIT_WEIGHTS):
        angle = node * np.pi / 2
        k_1 = k_f * np.cos(angle)
        k_2 = np.sqrt(k_1**2 + 2 * model_mass * step_height)
        # unknowns: reflected and transmitted amplitudes
        matrix = np.array([[-1.0, 1.0], [k_1, k_2]])
        reflected, transmitted = np.linalg.solve(matrix, [1.0, k_1])
        probability = k_2 / k_1 * transmitted**2
        assert abs(probability + reflected**2 - 1) < 1e-10
        average += (weight * np.pi / 2 * probability
                    * 2 * np.sin(angle) * np.cos(angle))
    return average


def closed_average(step_height):
    s2 = step_height / fermi_energy
    return 8 * ((1 + s2)**1.5 - 1 - 1.5 * s2) / (3 * s2**2)


step_results = []
for step_eV in (0.1, 1.0, 5.0):
    numeric = matched_average(step_eV / HARTREE)
    closed = closed_average(step_eV / HARTREE)
    assert abs(numeric - closed) < 1e-6
    assert 0 < numeric < 1
    step_results.append((step_eV, numeric, closed))
transmission = closed_average(1.0 / HARTREE)
rho_step_A2 = rho_A2 / transmission

# Local potential inside a symmetric ideal ballistic conductor


def equilibrium_density(mu):
    return (2 * model_mass * mu)**1.5 / (3 * np.pi**2)


mu_left, mu_right = fermi_energy + bias / 2, fermi_energy - bias / 2
mixed = (equilibrium_density(mu_left) + equilibrium_density(mu_right)) / 2
mu_local = brentq(lambda mu: equilibrium_density(mu) - mixed,
                  mu_right, mu_left, xtol=1e-15)
drop_fraction = (mu_left - mu_local) / bias
# the deviation from one half is of first order in bias / E_F
assert abs(drop_fraction - 0.5) < bias / fermi_energy

print(f"electron density: {density_A3:.3e} 1/angstrom^3")
print(f"Fermi wave vector: {k_f_A:.5f} 1/angstrom")
print(f"mode density (both spins in one mode): {mode_density_A2:.4e} 1/angstrom^2")
print(f"resistance of one mode, h/(2e^2): {np.pi * OHM:.2f} ohm")
print(f"atomic unit of resistance: {OHM:.3f} ohm")
print(f"Bohr radius: {BOHR:.6f} angstrom")
print(f"conductance per area: {1 / rho_A2:.4e} 1/(ohm angstrom^2)")
print(f"ideal resistance-area product: {rho_A2:.4e} ohm angstrom^2")
print(f"ideal resistance-area product: {rho_cm2:.4e} ohm cm^2")
for factor in (0.1, 10.0):
    value = ideal_resistance_area(factor * density) * OHM * BOHR**2
    print(f"at density {factor * density_A3:.1e} 1/angstrom^3: "
          f"{value:.4e} ohm angstrom^2")
print(f"periodic cube edge: {box_A:.0f} angstrom")
print(f"plane waves counted in Fermi sphere: {states}")
print(f"density from count: {density_count:.5e} 1/angstrom^3")
print(f"periodic cross-section edge: {width_A:.0f} angstrom")
print(f"transverse modes counted: {modes}")
print(f"modes from area law: {mode_density_A2 * width_A**2:.1f}")
print(f"bias energy in current integral: {bias_eV:.3f} eV")
for mass, alpha_eV, value in band_results:
    print(f"current integral, mass {mass:.1f} m_e, nonparabolicity "
          f"{alpha_eV:.1f} 1/eV: {value:.5e} ohm angstrom^2")
print(f"model mass for step: {model_mass:.1f} m_e")
print(f"Fermi energy for model mass: {fermi_energy * HARTREE:.4f} eV")
for step_eV, numeric, closed in step_results:
    print(f"step {step_eV:.1f} eV: mean transmission "
          f"{numeric:.6f} (matching), {closed:.6f} (closed form)")
print(f"s^2 for 1 eV step: {1.0 / (fermi_energy * HARTREE):.4f}")
print(f"resistance-area product, 1 eV step: {rho_step_A2:.4e} ohm angstrom^2")
print(f"resistance-area product, 1 eV step: {rho_step_A2 * CM2_PER_A2:.4e} ohm cm^2")
print(f"fraction of drop at left end: {drop_fraction:.5f}")
print("checks complete")
```

Printed output:

```
electron density: 1.000e-04 1/angstrom^3
Fermi wave vector: 0.14360 1/angstrom
mode density (both spins in one mode): 1.6409e-03 1/angstrom^2
resistance of one mode, h/(2e^2): 12906.40 ohm
atomic unit of resistance: 4108.236 ohm
Bohr radius: 0.529177 angstrom
conductance per area: 1.2714e-07 1/(ohm angstrom^2)
ideal resistance-area product: 7.8656e+06 ohm angstrom^2
ideal resistance-area product: 7.8656e-10 ohm cm^2
at density 1.0e-05 1/angstrom^3: 3.6509e+07 ohm angstrom^2
at density 1.0e-03 1/angstrom^3: 1.6946e+06 ohm angstrom^2
periodic cube edge: 2000 angstrom
plane waves counted in Fermi sphere: 400007
density from count: 1.00002e-04 1/angstrom^3
periodic cross-section edge: 5000 angstrom
transverse modes counted: 41033
modes from area law: 41021.4
bias energy in current integral: 0.010 eV
current integral, mass 0.1 m_e, nonparabolicity 0.0 1/eV: 7.86565e+06 ohm angstrom^2
current integral, mass 0.3 m_e, nonparabolicity 0.0 1/eV: 7.86565e+06 ohm angstrom^2
current integral, mass 1.0 m_e, nonparabolicity 0.0 1/eV: 7.86565e+06 ohm angstrom^2
current integral, mass 0.3 m_e, nonparabolicity 0.5 1/eV: 7.86552e+06 ohm angstrom^2
model mass for step: 0.3 m_e
Fermi energy for model mass: 0.2619 eV
step 0.1 eV: mean transmission 0.944041 (matching), 0.944041 (closed form)
step 1.0 eV: mean transmission 0.703993 (matching), 0.703993 (closed form)
step 5.0 eV: mean transmission 0.442031 (matching), 0.442031 (closed form)
s^2 for 1 eV step: 3.8187
resistance-area product, 1 eV step: 1.1173e+07 ohm angstrom^2
resistance-area product, 1 eV step: 1.1173e-09 ohm cm^2
fraction of drop at left end: 0.49761
checks complete
```
